\section*{Capillary bending stress in a dielectric fin wetted on one side}

\section*{The problem}

A long dielectric fin of height $H$ and width $W$ stands on a rigid substrate. After a rinse, liquid remains in the gap on one side of it, while the other side is dry. The gap has width $D$ and is closed by a rigid wall. The liquid reaches the top of the fin, its surface tension is $\gamma$, and its surface meets both walls at the contact angle $\theta$, measured through the liquid, with $0<\theta<90^\circ$. The contact line lies on the side face, just below the top edge.

Forces and moments are given per unit length of the fin, and pressures relative to the surrounding gas. Height $z$ runs upward from the foot. The coordinate $y$ runs across the fin from its midplane, positive towards the liquid. The fin is linearly elastic and isotropic, with Young's modulus $E$ and Poisson ratio $\nu$. The algebra is classical and contains no constant of nature, so it reads the same in atomic units.

The numerical case has $H=120$~nm, $W=D=40$~nm, $\gamma=72$~mN/m, $\theta=20^\circ$, $E=10$~GPa and $\nu=0.25$. These are rough values for an organosilicate low-$k$ dielectric drying from water. A useful identity is $1\ \mathrm{mN/m}=1\ \mathrm{MPa\,nm}$.

\section*{(a) How far is the liquid pressure below the gas pressure?}

\textbf{Solution.} Let $p$ be the gas pressure minus the liquid pressure. Take the liquid surface itself as the body in equilibrium. The gas pushes it down and the liquid pushes it up less strongly, so the net downward force is $p$ times the projected width $D$. At each wall the surface is held by a force $\gamma$ along its tangent, whose upward component is $\gamma\cos\theta$. Hence
\begin{equation}
pD=2\gamma\cos\theta,\qquad p=\frac{2\gamma\cos\theta}{D}.
\label{suction}
\end{equation}
If gravity is negligible, $p$ is the same everywhere along the surface. The curvature is then constant, and the surface is an arc with $R\cos\theta=D/2$, so that $p=\gamma/R$. For the example,
\[
p=\frac{2(72)\cos20^\circ}{40}\ \mathrm{MPa}=3.38\ \mathrm{MPa},\qquad R=21.3\ \mathrm{nm}.
\]
The hydrostatic pressure difference over the fin height is about $0.0012$~Pa, so neglecting gravity is safe here.

With the gas at one atmosphere, the absolute liquid pressure is $-3.28$~MPa. The liquid is under tension. The model assumes that it stays intact; a vapour bubble would change the load.

\section*{(b) What moment does the liquid exert at the base?}

\textbf{Solution.} The suction pulls the wet face towards the liquid. The contact line also pulls on the fin. Both effects follow from the energy of the liquid at fixed volume. Wetting a unit area of wall changes the energy by $-\gamma\cos\theta$, by Young's relation. Apart from a constant,
\[
F=\gamma\,(\text{length of liquid surface})-\gamma\cos\theta\,(\text{wetted length}).
\]

Tilt the fin rigidly towards the liquid by a small angle $\alpha$ about its wet foot. At equilibrium $F$ is stationary against changes of liquid shape at fixed volume. A trial shape that differs from the true one by order $\alpha$ therefore gives the correct energy to first order in $\alpha$. Build the trial shape in two moves.

First, keep the old arc in place and let the fin cut off its end. The top of the fin has moved by $\alpha H$. The arc meets the wall at angle $\theta$, so it loses length $\alpha H/\sin\theta$, and its contact point drops by $\alpha H\cot\theta$. The energy change is
\begin{align}
\delta F_1&=-\frac{\gamma\alpha H}{\sin\theta}+\gamma\cos\theta\,\alpha H\cot\theta\nonumber\\
&=-\gamma\alpha H\,\frac{1-\cos^2\theta}{\sin\theta}=-\gamma\alpha H\sin\theta .
\end{align}

Second, restore the volume. The fin has swept out the cross-sectional area $\int_0^H\alpha z\,dz=\alpha H^2/2$, so the surface must rise by $\alpha H^2/(2D)$. This wets both walls further:
\begin{equation}
\delta F_2=-2\gamma\cos\theta\,\frac{\alpha H^2}{2D}=-\frac{pH^2}{2}\,\alpha .
\end{equation}
The torque towards the liquid is $-\delta F/\alpha$, or
\begin{equation}
T=\frac{pH^2}{2}+\gamma H\sin\theta .
\label{torque}
\end{equation}
The first term is the suction acting at mean height $H/2$. The second is a sideways line pull $\gamma\sin\theta$ acting at height $H$. This torque was tested against numerical derivatives of the full surface energy for $(H,D,\theta)=(120,40,20^\circ)$, $(90,25,50^\circ)$ and $(200,60,70^\circ)$, with lengths in nm. The relative differences were below about $10^{-7}$.

There is also a downward line pull. Raising the fin by $\delta$ with the liquid held in place removes a wetted length $\delta$ and costs energy $\gamma\cos\theta\,\delta$. The liquid therefore pulls down with force $\gamma\cos\theta$. This force passes through the wet foot and gives no torque there, but it lies $W/2$ from the midplane. The bending moment about the centre of the base is
\begin{equation}
M=\frac{\gamma\cos\theta\,H^2}{D}+\gamma H\sin\theta+\frac{\gamma W\cos\theta}{2}.
\label{moment}
\end{equation}
Relative to the first term, the second and third are
\begin{equation}
\frac{D\tan\theta}{H}\qquad\text{and}\qquad\frac{WD}{2H^2}.
\label{ratios}
\end{equation}
Suction thus dominates in a narrow, deep gap, provided that $\theta$ is not close to $90^\circ$. As $\theta\to90^\circ$ the suction vanishes but the sideways pull tends to $\gamma$. The condition $D\ll H$ alone is then not enough.

In the example the suction moment is $3.383(120)^2/2=2.44\times10^4$~MPa\,nm$^2$. The two ratios are about $0.12$ and $0.056$.

\section*{(c) What is the leading nominal tensile stress at the base?}

\textbf{Solution.} For a slender fin, take cross-sections to remain plane. If $\kappa$ is the curvature towards the liquid, the dry side is stretched and the wet side shortened, so the vertical strain is $-\kappa y$. Strain along the length of a long fin is suppressed, which gives the stress $\sigma=-E'\kappa y$ with $E'=E/(1-\nu^2)$. Its moment must balance the load:
\begin{equation}
M=\int_{-W/2}^{W/2}(-y)\sigma\,dy=E'\kappa\int_{-W/2}^{W/2}y^2\,dy=\frac{E'\kappa W^3}{12}.
\end{equation}
The largest tension is on the dry face, at $y=-W/2$:
\begin{equation}
\sigma=\frac{E'\kappa W}{2}=\frac{W}{2}\,\frac{12M}{W^3}=\frac{6M}{W^2}.
\label{section}
\end{equation}
The modulus has cancelled, because the moment is set by the load. Inserting the leading moment $\gamma\cos\theta\,H^2/D$ gives
\begin{equation}
\boxed{\sigma_0=\frac{6\gamma\cos\theta}{D}\left(\frac{H}{W}\right)^2 .}
\label{main}
\end{equation}

Equivalently, $\sigma_0=3p(H/W)^2$. One factor of $H$ comes from the loaded area and one from the lever arm. A modest suction is thus amplified by the shape of the fin. For the example,
\[
\sigma_0=\frac{6(72)\cos20^\circ}{40}\,(3)^2\ \mathrm{MPa}=91.3\ \mathrm{MPa}
=5.70\times10^{-4}\ \mathrm{eV/\mathring{A}^3}.
\]
The amplification is $3\times3^2=27$. The corresponding strain, $\sigma_0/E'$, is about $0.9\%$.

If the liquid reaches only a height $h<H$, the argument of part (b) applies with $h$ in place of $H$. At fixed $D$, $W$ and $\theta$ the leading base stress falls as $h^2$, although the suction is unchanged. This holds while $h$ remains much larger than $D\tan\theta$ and the offset term is small.

Equation (\ref{main}) is a nominal stress for the whole section. A sharp corner at the foot concentrates stress locally, and plane sections do not describe that region.

\section*{(d) How large are the other stresses if the gap stays fixed?}

\textbf{Solution.} The assumption of linear strain can be replaced by a solution of plane elasticity for the suction load. Let $s=H-z$ be the distance below the top and $c=W/2$. A stress function $\phi$ with
\[
\sigma_{ss}=\phi_{yy},\qquad\sigma_{yy}=\phi_{ss},\qquad\tau=-\phi_{sy}
\]
satisfies force balance identically, and compatible strains require $\nabla^4\phi=0$. The load is uniform along the face, so try $\sigma_{yy}=pf(y)$, or
\[
\phi=\tfrac12ps^2f(y)+g(y).
\]
Then $\nabla^4\phi=0$ becomes
\[
\tfrac12ps^2f''''+2pf''+g''''=0 .
\]
This must hold for every $s$, so $f''''=0$ and $g''''=-2pf''$. Suction pulls outward on the wet face, so $f(c)=1$. The dry face is free, so $f(-c)=0$. Neither face carries shear, so $f'(\pm c)=0$. The cubic with these properties is
\begin{equation}
f=\frac12+\frac{3y}{4c}-\frac{y^3}{4c^3},\qquad f''=-\frac{3y}{2c^3}.
\end{equation}
Two integrations of $g''''=3py/c^3$ give
\[
g''=\frac{py^3}{2c^3}+ky+k_0 .
\]
At the top, $s=0$, the suction has produced no axial force, so $k_0=0$. It has produced no moment either:
\[
\int_{-c}^{c}y\,g''\,dy=\frac{pc^2}{5}+\frac{2kc^3}{3}=0,\qquad k=-\frac{3p}{10c}.
\]
On the dry face, $y=-c$, the vertical stress is therefore
\begin{equation}
\sigma_{ss}=\frac{ps^2}{2}\,\frac{3}{2c^2}-\frac p2+\frac{3p}{10}
=3p\left(\frac sW\right)^2-\frac p5 .
\end{equation}
At $s=H$ the correction relative to $\sigma_0$ is $-W^2/(15H^2)$, or $-0.7\%$ here. The conditions at the top and at the clamp are met in total force and moment, not point by point. The result therefore holds from about $W/2$ above the foot upward. Closer to a rigid clamp the dry-face stress departs from it by more than the correction $p/5$, and at the corner itself linear elasticity gives no finite value. At $s=H$ the formula is only a nominal extrapolation.

Assume that wetting does not change the surface stress of the solid, so that the bulk of the fin carries the line pulls. They then add bending stresses through (\ref{section}), and the downward pull adds a uniform compression $-\gamma\cos\theta/W$. In MPa,
\[
91.3+11.1+5.1-1.7-0.7=105.1 .
\]
The terms are, in order, suction, sideways pull, offset of the downward pull, axial compression and the plane-elasticity correction. The total is 15\% above the leading law. Most of the excess comes from the sideways pull, because $D/H=1/3$ is not very small. If the solid's surface stress instead equals a constant surface energy, it is lower on the wet face by $\gamma\cos\theta$, which takes up the downward pull. The third and fourth terms then drop out, and the total is 101.7~MPa.

\section*{(e) What changes if the second gap is also filled?}

\textbf{Solution.} Let the gaps be $D_1$ and $D_2$, filled to the same height $H$ with the same liquid and contact angle. The sideways pulls are equal and opposite. The downward pulls are equal and lie on opposite sides of the midplane, so their bending moments cancel as well. The suctions remain, and the net moment towards gap 1 is
\[
M=\frac{H^2}{2}(p_1-p_2)=\gamma\cos\theta\,H^2\left(\frac1{D_1}-\frac1{D_2}\right).
\]
Hence the bending stress is
\begin{equation}
\sigma_{\rm bend}=6\gamma\cos\theta\left(\frac HW\right)^2\left(\frac1{D_1}-\frac1{D_2}\right).
\label{balanced}
\end{equation}
It vanishes for equal gaps if the fin stands straight, and for $D_2<D_1$ the fin bends the other way. At fixed liquid height, a sufficiently tall or soft fin between equal gaps is unstable, because the gap it narrows pulls harder. With rigid neighbours and the one-sided tip deflection $w_0$ of part (f), a tip displacement $w$ drives the deflection $2w_0Dw/(D^2-w^2)$. The straight fin is therefore stable only for $w_0<D/2$; beyond that this model has no leaning equilibrium, and one gap closes. Under the first surface-stress assumption of part (d), that wetting leaves the surface stress unchanged, the downward pulls still add, giving an axial compression $-2\gamma\cos\theta/W$.

With $D_1=40$~nm and $D_2=60$~nm, and everything else held fixed, the bending stress is $91.3(1-40/60)=30.4$~MPa. A second meniscus thus removes two thirds of the leading stress, even though its gap is half as wide again.

Unequal drying can restore the load. For equal gaps $D$ filled to heights $h_1$ and $h_2$, the leading moment is $\gamma\cos\theta(h_1^2-h_2^2)/D$. It reaches the one-sided value when one gap is full and the other is empty.

\section*{(f) How far does the fin bend, and when does the gap close?}

\textbf{Solution.} Let $w(z)$ be the deflection towards the liquid and $B=E'W^3/12$ the bending stiffness. The suction above height $z$ has moment $p(H-z)^2/2$, so
\[
Bw''=\frac p2(H-z)^2 .
\]
The clamp requires $w(0)=w'(0)=0$. Integrating twice,
\begin{align}
Bw'&=\frac p6\left[H^3-(H-z)^3\right],\nonumber\\
Bw&=\frac p6\left[H^3z+\frac{(H-z)^4-H^4}{4}\right].
\end{align}
At $z=H$ the bracket is $3H^4/4$, so the tip deflection is
\begin{equation}
w_0=\frac{pH^4}{8B}.
\end{equation}
The example has $B=5.69\times10^7$~MPa\,nm$^3$ and $w_0=1.54$~nm, about 4\% of the gap.

As the tip moves, the meniscus narrows. Suppose that the liquid height and contact angle stay fixed, so that the suction grows, and neglect the effect of wall tilt on the meniscus (it lowers the limiting height found below by about 0.5\% at $\theta=20^\circ$, but by 3 to 4\% at $70^\circ$). This requires the displaced liquid to drain or evaporate. If it all stayed, with the contact lines held at the top edges of both walls, the meniscus would flatten and, with the rigid facing wall of the example, the suction would hardly change. Let $n=1$ for a rigid facing wall and $n=2$ for a mirror-image fin that bends equally. The gap at the meniscus is $D-nw$, where $w$ now denotes the tip deflection. The liquid pressure is uniform, so the whole load scales as $D/(D-nw)$:
\begin{equation}
w=\frac{w_0D}{D-nw}\quad\Longrightarrow\quad nw^2-Dw+w_0D=0 .
\end{equation}
The root that tends to $w_0$ for a weak load is
\begin{equation}
w=\frac{D-\sqrt{D^2-4nw_0D}}{2n}.
\end{equation}
It is real when
\begin{equation}
w_0\le\frac{D}{4n}.
\label{limit}
\end{equation}
An equilibrium is stable if a small extra deflection raises the load-driven deflection by less than itself. This requires
\[
\frac{d}{dw}\frac{w_0D}{D-nw}=\frac{nw_0D}{(D-nw)^2}=\frac{nw}{D-nw}<1,
\]
or $w<D/(2n)$. The root above satisfies this below the limit. At the limit, half the original gap remains at the top. Beyond it no equilibrium exists in this model, and the gap closes.

Setting $pH^4/(8B)=D/(4n)$ gives the limiting height
\begin{equation}
H_c=\left(\frac{2BD}{np}\right)^{1/4}=\left(\frac{BD^2}{n\gamma\cos\theta}\right)^{1/4}.
\label{height}
\end{equation}
Unlike the leading base stress $\sigma_0$, this limit depends on the modulus. At fixed $\gamma$, $\theta$ and elastic constants it scales as $D^{1/2}W^{3/4}$. For the example it is 192~nm with a rigid wall and 161~nm with a mirror-image fin. In tests at $0.99H_c$ and $1.01H_c$, the numerically solved beam settled in the first case and closed the gap in the second, for both values of $n$.

Equation (\ref{height}) includes bending by suction alone. The line pulls and shear add deflection towards the liquid, so they lower the limiting height; with the terms of part (g) it becomes about 186~nm for the rigid wall and 155~nm for the mirror-image fin.

\section*{(g) What is the stress when these effects act together?}

\textbf{Solution.} The sideways force $\gamma\sin\theta$ at the tip gives $Bw''=\gamma\sin\theta\,(H-z)$, and hence a tip deflection $\gamma\sin\theta\,H^3/(3B)$. The offset couple $\gamma W\cos\theta/2$ gives a constant curvature and a tip deflection $\gamma W\cos\theta\,H^2/(4B)$.

For shear, use the parabolic stress found in part (d). A shear force $V$ has the profile $\tau=(3V/2W)(1-4y^2/W^2)$. In virtual work with a unit tip force, the integral over the section is
\[
\frac{9V}{4W^2}\int_{-W/2}^{W/2}\left(1-\frac{4y^2}{W^2}\right)^2dy
=\frac{9V}{4W^2}\,\frac{8W}{15}=\frac{6V}{5W}.
\]
With $V=p(H-z)$ and shear modulus $G=E/[2(1+\nu)]=4$~GPa, suction adds
\begin{equation}
w_s=\frac{6}{5GW}\int_0^Hp(H-z)\,dz=\frac{3pH^2}{5GW}=0.18\ \mathrm{nm}.
\end{equation}
The sideways pull similarly adds $6\gamma\sin\theta\,H/(5GW)$. All deflections due to line loads sum to $w_\ell=0.44$~nm. Here the bulk of the fin is again taken to carry the line pulls, the first surface-stress assumption of part (d). If the line loads are held fixed while the suction grows,
\begin{equation}
w=w_\ell+(w_0+w_s)\frac{D}{D-nw}.
\end{equation}

With a rigid wall this gives $w=2.27$~nm and raises the suction to $3.59$~MPa. The base stress becomes 111~MPa, which is 21\% above $\sigma_0$. With a mirror-image fin, $w=2.40$~nm, the suction is $3.84$~MPa and the stress is 118~MPa, 29\% above $\sigma_0$. The leading law gives the scale and the main dependences, but for this geometry it underestimates the nominal stress of the fuller model by roughly a fifth.

\textbf{Comparison with real low-$k$ structures.} The modulus of 10~GPa is at the stiff end for a porous organosilicate. Halving it at fixed $\nu$ leaves $\sigma_0$ unchanged but doubles $w_0$ to about 3.1~nm. The contact angle matters more directly: an intact methyl-rich surface repels water, while plasma damage can make it hydrophilic. The value $20^\circ$ represents the damaged case. In a regular array both gaps may hold liquid, which breaks the one-sided assumption. A filled second gap of 60~nm lowers the bending stress from 91 to 30~MPa, and an equal gap removes it. A rinse liquid with a surface tension of roughly 20~mN/m would lower $\sigma_0$ to about 25~MPa, with the geometry and contact angle held fixed.

The model omits liquid in the pores, swelling, plastic flow, cracks and the foot corner. It also takes the substrate as rigid. If the fin stands on an underlayer of the same low-$k$ material, the foot rotates, and the tip deflection under suction in the example rises from 1.7~nm to about 2.4~nm for a layer of roughly 25~nm and 2.7~nm for roughly 250~nm. This leaves $\sigma_0$ unchanged, but it strengthens the gap-narrowing feedback and lowers the limiting height. Its stress is therefore a load estimate and does not by itself predict fracture. The numerical output below gives the values with more digits.

\section*{Computed values}
\begin{verbatim}
Fin height H: 120 nm
Fin width W: 40 nm
Filled gap D: 40 nm
Second gap in balancing example: 60 nm
Surface tension: 72 mN/m
Contact angle: 20 degrees
Young modulus: 10 GPa
Poisson ratio: 0.25 (dimensionless)
Water density: 1000 kg/m3
Meniscus radius: 21.28 nm
Suction p: 3.383 MPa
Suction moment per fin length: 2.436e+04 MPa nm2
Leading base stress: 91.34 MPa
Leading base stress converted: 0.0005701 eV/angstrom3
Bending stress with both gaps filled: 30.45 MPa
Sideways line-pull stress: 11.08 MPa
Offset line-pull bending stress: 5.074 MPa
Axial stress from line pull: -1.691 MPa
Plane-elasticity stress correction: -0.6766 MPa
Stress with these corrections, fixed gap: 105.1 MPa
Suction bending deflection w0: 1.541 nm
Added suction shear deflection: 0.1827 nm
Added line-load deflection: 0.4428 nm
Slender-model w0 limit, rigid wall: 10 nm
Slender-model collapse height, rigid wall: 191.5 nm
Combined deflection, rigid wall: 2.271 nm
Combined suction, rigid wall: 3.586 MPa
Combined base stress, rigid wall: 110.6 MPa
Combined stress above leading law, rigid wall: 21.07 %
Slender-model w0 limit, mirror fin: 5 nm
Slender-model collapse height, mirror fin: 161 nm
Combined deflection, mirror fin: 2.402 nm
Combined suction, mirror fin: 3.845 MPa
Combined base stress, mirror fin: 117.5 MPa
Combined stress above leading law, mirror fin: 28.64 %
Absolute liquid pressure at 1 atm gas: -3.282 MPa
Neglected hydrostatic pressure: 0.001177 Pa
\end{verbatim}
